\section*{Intrinsic coercive field of a uniform ferroelectric layer}

\section*{Problem}

A ferroelectric layer in a gate stack is described by a uniform polarisation $P$ along the film normal. Its energy per volume at zero field is
\begin{equation}
F(P)=\frac{\alpha}{2}P^2+\frac{\beta}{4}P^4,\qquad \alpha=-|\alpha|<0,\quad \beta>0 .
\label{eq:F}
\end{equation}
The Landau coefficient has magnitude $|\alpha|=5\times10^{9}\ \mathrm{m/F}$, and the remanent polarisation, which is the polarisation left at zero field, is $P_r=0.2\ \mathrm{C/m^2}$. These are round model parameters. The field $E$ is the field inside the ferroelectric, and it is changed slowly.

\begin{enumerate}
\item[(a)] Find the relation between $E$ and $P$, and express $\beta$ through $|\alpha|$ and $P_r$.
\item[(b)] The layer starts in the state $+P_r$ and a reverse field is applied. Find the field strength $E_c$ at which this state ceases to exist, and give it in MV/cm.
\item[(c)] Find the polarisation just before and just after the reversal, and after the field has been removed.
\item[(d)] Find the relative susceptibility for a small field applied to the remanent state, and relate it to $E_c$.
\item[(e)] Find the energy barrier per volume that protects the initial state at zero field and at a reverse field $E_c/2$. What does this say about the use of $E_c$ as a prediction for a real film?
\item[(f)] How does the answer to (b) change if the same number $5\times10^{9}\ \mathrm{m/F}$ is the coefficient of $P^2$ itself, without the factor $1/2$?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Equation of state and remanence}

SI units are natural here. Since $1\ \mathrm{F}=1\ \mathrm{C/V}$, the unit of $\alpha$ is $\mathrm{m/F}=\mathrm{V\,m/C}$, and $\alpha P$ has the unit $\mathrm{V/m}$ of a field.

At a fixed field the quantity to be minimised is not $F$ but
\begin{equation}
G(P)=F(P)-EP ,
\end{equation}
because the term $-EP$ accounts for the work done by the source that maintains the field. A stationary point satisfies $dG/dP=0$, so that
\begin{equation}
E=\frac{dF}{dP}=\alpha P+\beta P^3=-|\alpha|P+\beta P^3 .
\label{eq:state}
\end{equation}
The factors $1/2$ and $1/4$ in Eq.~(\ref{eq:F}) have cancelled the factors $2$ and $4$ from the derivative. The stationary point is a minimum, and hence stable against small uniform changes of $P$, if
\begin{equation}
\frac{d^2G}{dP^2}=-|\alpha|+3\beta P^2>0 .
\label{eq:stab}
\end{equation}

At $E=0$, Eq.~(\ref{eq:state}) reads $P(-|\alpha|+\beta P^2)=0$. The root $P=0$ has the second derivative $-|\alpha|<0$ and is a maximum. The other two roots satisfy $P^2=|\alpha|/\beta$, and their second derivative is $-|\alpha|+3|\alpha|=2|\alpha|>0$. They are the two remanent states $\pm P_r$, so
\begin{equation}
\beta=\frac{|\alpha|}{P_r^2}
=\frac{5\times10^{9}}{(0.2)^2}
=1.25\times10^{11}\ \mathrm{V\,m^5/C^3}.
\label{eq:beta}
\end{equation}

\subsection*{(b) The coercive field}

It is convenient to measure the polarisation in units of $P_r$. With $P=P_r x$ and Eq.~(\ref{eq:beta}),
\begin{equation}
E=-|\alpha|P_r x+\frac{|\alpha|}{P_r^2}P_r^3x^3=|\alpha|P_r\,(x^3-x).
\label{eq:scaled}
\end{equation}
The parameters now enter through a single field scale,
\begin{equation}
|\alpha|P_r=5\times10^{9}\times0.2=1.0\times10^{9}\ \mathrm{V/m}.
\end{equation}
Write $e=E/(|\alpha|P_r)$, so that the equation of state is $e=x^3-x$.

The initial state is $x=1$, $e=0$. The slope $de/dx=3x^2-1$ is positive for $x>1/\sqrt3$, so on this part of the curve a more negative field means a smaller $x$. By Eq.~(\ref{eq:stab}), which in scaled form is $3x^2-1>0$, this whole part is stable. It ends at $x=1/\sqrt3$, where
\begin{equation}
e=\frac{1}{3\sqrt3}-\frac{1}{\sqrt3}
=\frac{1-3}{3\sqrt3}=-\frac{2}{3\sqrt3}.
\end{equation}
For every $e$ between this value and zero there is one stable state with positive polarisation. For a more negative $e$ there is none, because $-2/(3\sqrt3)$ is the lowest value that $x^3-x$ takes for $x>0$. The minimum of $G$ has merged with the neighbouring maximum, and both have disappeared. The minus sign says that the field opposes the initial polarisation. The coercive field is the magnitude,
\begin{equation}
E_c=\frac{2}{3\sqrt3}\,|\alpha|P_r .
\label{eq:Ec}
\end{equation}
With the given data,
\begin{equation}
E_c=0.3849\times1.0\times10^{9}\ \mathrm{V/m}
=3.85\times10^{8}\ \mathrm{V/m}=3.85\ \mathrm{MV/cm}.
\end{equation}
The conversion uses $1\ \mathrm{MV/cm}=10^{6}\ \mathrm{V}/10^{-2}\ \mathrm{m}=10^{8}\ \mathrm{V/m}$.

The condition used here is the loss of the local minimum, not equality of the energies of the two states. Since $F$ is even in $P$, two opposite polarisations differ in $G$ by
\begin{equation}
G(-P)-G(P)=2EP ,
\end{equation}
which is negative for $P>0$ and any $E<0$. The reversed side is therefore lower in energy as soon as a reverse field is present. The hysteresis of the model arises because the layer stays in a metastable minimum up to $E_c$.

Equation~(\ref{eq:Ec}) is linear in $|\alpha|$ when $P_r$ is held fixed. If instead $\beta$ is fixed and $|\alpha|$ is reduced, as in a simple description of heating towards a continuous transition, then $P_r=\sqrt{|\alpha|/\beta}$ also falls, and
\begin{equation}
E_c=\frac{2\,|\alpha|^{3/2}}{3\sqrt{3\beta}} .
\end{equation}
Both the remanence and the coercive field vanish as $|\alpha|\to0$, with $E_c$ falling faster, as the third power of $P_r$.

\subsection*{(c) The jump}

Just before the reversal the polarisation is
\begin{equation}
P_{\rm before}=\frac{P_r}{\sqrt3}=0.115\ \mathrm{C/m^2}.
\end{equation}
It has fallen to about 58\% of the remanent value but is still positive. The layer does not pass through $P=0$ in equilibrium.

To find the state after the jump, set $e=-2/(3\sqrt3)$. The cubic $x^3-x+2/(3\sqrt3)$ has a double root at $1/\sqrt3$, because both its value and its slope vanish there. It has no $x^2$ term, so its three roots add up to zero and the third must be $-2/\sqrt3$:
\begin{equation}
x^3-x+\frac{2}{3\sqrt3}
=\left(x-\frac{1}{\sqrt3}\right)^2\left(x+\frac{2}{\sqrt3}\right).
\end{equation}
At the third root $3x^2-1=4-1=3>0$, so this state is stable. Hence
\begin{equation}
P_{\rm after}=-\frac{2P_r}{\sqrt3}=-0.231\ \mathrm{C/m^2}.
\end{equation}
Its magnitude exceeds $P_r$ because the field now points along the polarisation and enhances it. When the field is removed slowly, the state follows the stable branch from $x=-2/\sqrt3$ to $x=-1$, and the polarisation becomes $-P_r=-0.200\ \mathrm{C/m^2}$.

The last part of the approach to the jump is steep. Put $x=1/\sqrt3+\delta$ into the equation of state. The terms linear in $\delta$ cancel, and
\begin{equation}
e=-\frac{2}{3\sqrt3}+\sqrt3\,\delta^2+\delta^3 .
\end{equation}
Let the reverse field be $(1-\eta)E_c$ with small $\eta$, so that $e=-(1-\eta)\,2/(3\sqrt3)$. To leading order the cubic term can be dropped, which gives
\begin{equation}
\sqrt3\,\delta^2\simeq\frac{2\eta}{3\sqrt3}
\quad\Longrightarrow\quad
\delta\simeq\frac{\sqrt{2\eta}}{3}.
\end{equation}
The positive root belongs to the stable state. For $\eta=0.01$ this is $\delta\simeq0.047$, and the polarisation is about $0.1155+0.2\times0.047=0.125\ \mathrm{C/m^2}$. A numerical relaxation, in which $P$ moves downhill on $G$ from $+P_r$ until it comes to rest, gives $0.1248\ \mathrm{C/m^2}$ at $0.99\,E_c$. At $1.01\,E_c$ the same relaxation ends at $-0.2312\ \mathrm{C/m^2}$. A change of the field by 2\% of $E_c$ thus separates a state that holds from one that reverses.

\subsection*{(d) Small-signal susceptibility}

Differentiating Eq.~(\ref{eq:state}) gives $dE/dP=-|\alpha|+3\beta P^2$. At $P=P_r$, where $\beta P_r^2=|\alpha|$, this equals $2|\alpha|$. The relative susceptibility of the remanent state is therefore
\begin{equation}
\chi=\frac{1}{\varepsilon_0}\frac{dP}{dE}
=\frac{1}{2|\alpha|\varepsilon_0}
=\frac{1}{2\times5\times10^{9}\times8.854\times10^{-12}}
=11.3 .
\label{eq:chi}
\end{equation}
Here $P$ is taken as the whole polarisation of the layer, so that the relative permittivity is $1+\chi$.

Equation~(\ref{eq:chi}) gives $2|\alpha|=1/(\varepsilon_0\chi)$. Inserting this into Eq.~(\ref{eq:Ec}) removes the Landau coefficient:
\begin{equation}
E_c=\frac{P_r}{3\sqrt3\,\varepsilon_0\chi}.
\end{equation}
Within this model a large remanence together with a small susceptibility means a large coercive field. The susceptibility measures the curvature $2|\alpha|$ of the energy at the minimum, and the remanence sets the distance $(1-1/\sqrt3)P_r$ by which the polarisation must be reduced before the minimum is lost. The relation assumes that the small signal probes the uniform response. If domain walls also move under the small signal, they add to the measured $\chi$, and the $|\alpha|$ inferred from it is too small. A background susceptibility that takes no part in switching has the same effect: a background of $20$ would raise the measured value to $31.3$, and the relation would then give $1.39\ \mathrm{MV/cm}$ instead of $3.85\ \mathrm{MV/cm}$. The numerical factor also belongs to the quartic energy~(\ref{eq:F}). With a $P^6$ term the equation of state can be, for example, $e=(x^5-x)/2$. It has the same remanence and the same slope $2$ at $x=1$, and hence the same $\chi$, but its stable branch ends at $x^4=1/5$, where $|e|=\tfrac25\,5^{-1/4}=0.267$, so that $E_c=2.67\ \mathrm{MV/cm}$.

\subsection*{(e) Barriers and the meaning of $E_c$}

In scaled form
\begin{equation}
G=|\alpha|P_r^2\,g(x),\qquad g(x)=\frac{x^4}{4}-\frac{x^2}{2}-e\,x ,
\end{equation}
where $|\alpha|P_r^2=2\times10^{8}\ \mathrm{J/m^3}$. At zero field the maximum lies at $x=0$ with $g=0$, and the minima lie at $x=\pm1$ with $g=-1/4$. The barrier is
\begin{equation}
\Delta G_0=\frac{|\alpha|P_r^2}{4}=5.0\times10^{7}\ \mathrm{J/m^3}.
\end{equation}

At a reverse field $E_c/2$ the scaled field is $e=-1/(3\sqrt3)$, and the cubic can be solved with $x=(2/\sqrt3)\cos\varphi$:
\begin{equation}
x^3-x=\frac{2}{3\sqrt3}\left(4\cos^3\varphi-3\cos\varphi\right)
=\frac{2}{3\sqrt3}\cos3\varphi .
\end{equation}
Hence $\cos3\varphi=-1/2$, which gives the three roots $\varphi=40^\circ,\ 80^\circ,\ 160^\circ$. The stability condition $3x^2-1=4\cos^2\varphi-1>0$ holds for $40^\circ$, the initial state, and for $160^\circ$, the reversed state. The root at $80^\circ$ is the maximum between them.

At any stationary point $x^3=x+e$, so $x^4=x^2+ex$, and
\begin{equation}
g=-\frac{x^2}{4}-\frac{3ex}{4}
=-\frac{\cos^2\varphi}{3}+\frac{\cos\varphi}{6}
=\frac{\cos\varphi-1-\cos2\varphi}{6}.
\end{equation}
The last step uses $2\cos^2\varphi=1+\cos2\varphi$. The barrier seen by the initial state is
\begin{align}
g(80^\circ)-g(40^\circ)
&=\frac{\cos80^\circ-\cos160^\circ-\cos40^\circ+\cos80^\circ}{6}\nonumber\\
&=\frac{2\cos80^\circ+(\cos20^\circ-\cos40^\circ)}{6}
=\frac{\cos80^\circ}{2},
\end{align}
because $\cos20^\circ-\cos40^\circ=2\sin30^\circ\sin10^\circ=\cos80^\circ$. The energy released by reversal is
\begin{align}
g(40^\circ)-g(160^\circ)
&=\frac{\cos40^\circ-\cos80^\circ-\cos160^\circ+\cos320^\circ}{6}\nonumber\\
&=\frac{2\cos40^\circ+(\cos20^\circ-\cos80^\circ)}{6}
=\frac{\cos40^\circ}{2},
\end{align}
because $\cos20^\circ-\cos80^\circ=2\sin50^\circ\sin30^\circ=\cos40^\circ$. Multiplication by $|\alpha|P_r^2$ gives
\begin{equation}
\Delta G_{1/2}=1.74\times10^{7}\ \mathrm{J/m^3},\qquad
\text{energy released}=7.66\times10^{7}\ \mathrm{J/m^3}.
\end{equation}

Half the coercive field has lowered the barrier to about 35\% of its zero-field value, and reversal would already release more than four times the energy of the remaining barrier. The initial state survives in the model because it is still a local minimum and the model contains no thermal agitation. A uniform reversal would have to carry all parts of the layer over the barrier together, at a cost proportional to the volume. A real film has other routes. A small reversed region can form, for example at a defect, and then grow. Its cost includes the energy of the domain wall around it, which Eq.~(\ref{eq:F}) does not contain. If such a route is open at a field below $E_c$, the film reverses there. The value $3.85\ \mathrm{MV/cm}$ is therefore the intrinsic limit of the uniform state for the quartic energy~(\ref{eq:F}) with these parameters, not a prediction of a measured loop. A real film may also suffer electrical breakdown before such a field is reached.

A second condition concerns the stack. $E_c$ refers to the field inside the ferroelectric. If an insulating layer lies in series, the field in the ferroelectric depends on $P$ itself. Dividing the gate voltage by the total thickness does not then give the field to be compared with $E_c$, and stability must be examined at fixed voltage instead of fixed field.

The initial state $+P_r$ at $E=0$ also requires charge at the surfaces of the ferroelectric that compensates its polarisation. Ideal metal electrodes directly on both faces supply it. Real electrodes screen over a finite effective length $\lambda$ at each face, and a shorted film of thickness $d$ then carries a depolarising field $-2\lambda P/[\varepsilon_0(d+2\lambda)]$. For the illustrative values $\lambda=0.05\ \mathrm{nm}$ and $d=10\ \mathrm{nm}$, this field together with Eq.~(\ref{eq:state}) gives $P=0.176\ \mathrm{C/m^2}$ and a reverse field of about $2.0\ \mathrm{MV/cm}$, half of $E_c$. If an insulator of relative permittivity $\kappa$ touches the ferroelectric and there is no charge at the interface, continuity of the electric displacement demands a field $P_r/(\varepsilon_0\kappa)$ in the insulator. For silicon dioxide, with $\kappa=3.9$, this is about $58\ \mathrm{MV/cm}$, far above its breakdown field of roughly $10\ \mathrm{MV/cm}$. The numbers found here therefore do not carry over to such a stack.

\subsection*{(f) The other convention}

Suppose that the energy is written as $F=-aP^2+bP^4$ with $a=5\times10^{9}\ \mathrm{m/F}$ and the same $P_r$. Comparison with Eq.~(\ref{eq:F}) gives $|\alpha|=2a$ and $\beta=4b$. Equation~(\ref{eq:Ec}) then becomes
\begin{equation}
E_c=\frac{4aP_r}{3\sqrt3}=7.70\ \mathrm{MV/cm},
\end{equation}
twice the result of (b). Even when $P_r$ is given, a Landau coefficient therefore determines a coercive field only together with the energy expression to which it belongs.

Numerical values quoted here were computed with a short program.
